# Euler's Constant in the Effective Stress-Free Temperature of a Cooled Film

A silica film on a silicon wafer, stress-free at 1423 K and cooled at 1 K/min, reaches 300 K in a calculated compression of 259.7 MPa. In the model used here, an elastic film gains 0.2602 MPa for each kelvin of cooling, so this stress corresponds to 998 K of elastic cooling. The film behaves as if it had been stress-free at 1298 K. That is 125 K below the real starting temperature, and also 14 K below the temperature $T_f$ at which relaxation falls out of step with cooling. The second difference contains Euler's constant.

Let the film be thin, isotropic and bonded to a thick substrate. Tension is positive, $M$ is the biaxial modulus of the film, and $m=\alpha_{\rm film}-\alpha_{\rm sub}$ is the difference of the thermal expansion coefficients. Both are taken as constant. In the plane, the film must follow the substrate, whose thermal strain from the starting temperature $T_0$ is $\alpha_{\rm sub}(T-T_0)$. The unstressed film would have the strain $\alpha_{\rm film}(T-T_0)+e_v$, where $e_v$ is the strain left by viscous flow. The elastic strain is the difference, so

$$
\sigma=-Mm(T-T_0)-Me_v .
$$

The equal in-plane stresses $\sigma,\sigma,0$ have mean $2\sigma/3$, hence an in-plane deviator $\sigma-2\sigma/3=\sigma/3$. With viscosity $\eta$, the flow rate is the deviator over $2\eta$, that is $\dot e_v=\sigma/(6\eta)$. Cooling at the constant rate $r>0$ means $dT/dt=-r$, and therefore

$$
\frac{d\sigma}{dt}=Mmr-\frac{\sigma}{\tau},\qquad \tau=\frac{6\eta}{M},\qquad \tau(T)=\tau_0e^{Q/kT}.
$$

The last relation is the Arrhenius assumption, with activation energy $Q$ and constant $\tau_0$. These equations keep their form in atomic units; $k$ is retained so that $T$ can be in kelvin. Other linear mechanisms, such as diffusional creep, give the same balance if their relaxation rate is proportional to stress and has a single Arrhenius time.

Measure stress by the elastic cooling that would produce it, $S=\sigma/(Mm)$. This is a temperature difference, positive here even though $m$ and $\sigma$ are both negative for silica on silicon. Dividing the balance by $Mm$ and using $dt=-dT/r$ gives

$$
\frac{dS}{dT}=-1+\frac{S}{r\tau(T)} .
$$

Define the accumulated relaxation $F(T)=\int_0^T dT'/[r\tau(T')]$. Since $dF/dT=1/(r\tau)$,

$$
\frac{d}{dT}\left(Se^{-F}\right)=e^{-F}\left(\frac{dS}{dT}-\frac{S}{r\tau}\right)=-e^{-F}.
$$

Integration from $T$ to $T_0$ then yields

$$
S(T)=S(T_0)e^{F(T)-F(T_0)}+\int_T^{T_0}e^{F(T)-F(T')}\,dT' .
$$

The first term is the surviving initial stress. It vanishes for a stress-free start, and for any moderate initial stress it is negligible once $F(T_0)-F(T)\gg1$. Far below the freezing range $F(T)$ is negligible, and the rest becomes

$$
S(T)=T_{\rm eff}-T,\qquad T_{\rm eff}=\int_0^{T_0}e^{-F(T')}\,dT' .
$$

Thus $T_{\rm eff}$ is the zero of the elastic line extrapolated from low temperature. It is not a temperature at which the cooling film is free of stress: the integral for $S$ is positive at every $T<T_0$.

To locate the freezing range, note that $d\ln\tau/dT=-Q/(kT^2)$. Near a temperature $T_f$, the relaxation time changes by a factor $e$ over the interval

$$
\theta=\frac{kT_f^2}{Q},
$$

and the film crosses this interval in the time $\theta/r$. Choose $T_f$ so that the two times agree:

$$
\tau(T_f)=\frac{\theta}{r}=\frac{kT_f^2}{Qr}.
$$

There is one solution, because the left side falls with temperature from infinity to $\tau_0$ while the right side rises from zero without limit. Taking the logarithm and differentiating gives

$$
-\frac{Q}{kT_f^2}\,dT_f=\frac{2}{T_f}\,dT_f-d\ln r
\quad\Longrightarrow\quad
\frac{dT_f}{d\ln r}=\frac{\theta}{1+2\varepsilon},\qquad \varepsilon=\frac{kT_f}{Q}=\frac{\theta}{T_f}.
$$

Slower cooling lowers $T_f$ and so lowers $\varepsilon$. Slow cooling here means $\varepsilon\ll1$, a limit approached slowly, since the definition of $T_f$ gives $1/\varepsilon=\ln[\theta/(r\tau_0)]$.

Write $T=T_f+\theta x=T_f(1+\varepsilon x)$. Then $Q/kT=1/[\varepsilon(1+\varepsilon x)]$, and

$$
\frac{\tau(T_f)}{\tau(T)}=\exp\left[\frac1\varepsilon-\frac{1}{\varepsilon(1+\varepsilon x)}\right]=\exp\left(\frac{x}{1+\varepsilon x}\right).
$$

Because $r\tau(T_f)=\theta$, the definition of $F$ becomes $dF/dx=\exp[x/(1+\varepsilon x)]$. At leading order in $\varepsilon$ the exponent is $x$ and the lower limit $x=-1/\varepsilon$ recedes to $-\infty$, so $F=e^x\equiv z$. With $dT'=\theta\,dz'/z'$ and a start far above $T_f$, the stress, once the start no longer matters, is

$$
S=\theta e^zE_1(z),\qquad E_1(z)=\int_z^\infty\frac{e^{-u}}{u}\,du .
$$

At high temperature $z$ is large. The exponential in $E_1$ then decays before $1/u$ changes much, so $E_1\simeq e^{-z}/z$ and $S\simeq\theta/z=r\tau$. This is the steady balance in which flow removes misfit as fast as cooling supplies it. At $T_f$ itself, $z=1$ and $S=0.596\,\theta$, so freezing is gradual rather than a switch.

For small $z$, integrate by parts:

$$
E_1(z)=-e^{-z}\ln z+\int_0^\infty e^{-u}\ln u\,du-\int_0^z e^{-u}\ln u\,du .
$$

The middle integral supplies the constant. To evaluate it, consider $G(s)=\int_0^\infty u^se^{-u}du$, whose logarithm will also give an average needed later. Replace $e^{-u}$ by $(1-u/n)^n$ on $0<u<n$. This never exceeds $e^{-u}$ and tends to it, so the limit may be taken under the integral. Setting $u=nv$ and integrating by parts $n$ times,

$$
G(s)=\lim_{n\to\infty}n^{s+1}\int_0^1v^s(1-v)^n\,dv
=\lim_{n\to\infty}\frac{n^{s+1}\,n!}{(s+1)(s+2)\cdots(s+n+1)} .
$$

Take $j$ out of each factor $s+j$ and expand the logarithm for small $s$:

$$
\ln G(s)=\lim_{n\to\infty}\left[s\ln n+\ln\frac{n}{n+1}-s\sum_{j=1}^{n+1}\frac1j+\frac{s^2}{2}\sum_{j=1}^{n+1}\frac1{j^2}\right]+O(s^3).
$$

Euler's constant is the limit of $\sum_{j=1}^{n}1/j-\ln n$, equal to $\gamma=0.5772$, and the inverse squares sum to $\pi^2/6$. Hence $\ln G=-\gamma s+\pi^2s^2/12+O(s^3)$. Let $\langle\cdots\rangle$ denote an average with weight $e^{-u}$ on $u>0$, and let $L=\ln u$. Since $G(s)=\langle e^{sL}\rangle$, its logarithm also equals $s\langle L\rangle+\tfrac12s^2(\langle L^2\rangle-\langle L\rangle^2)+O(s^3)$. Comparison gives

$$
\langle L\rangle=-\gamma,\qquad \langle L^2\rangle=\gamma^2+\frac{\pi^2}{6}.
$$

The middle integral is therefore $-\gamma$. The last one is $z\ln z-z$ to first order, and $-e^{-z}\ln z=-\ln z+z\ln z$ to the same order. The terms $z\ln z$ cancel, leaving $E_1(z)=-\gamma-\ln z+z$. Multiplying by $e^z=1+z$ and keeping first-order terms,

$$
S=\theta\left[-\gamma-\ln z+z(1-\gamma-\ln z)\right].
$$

Since $\theta\ln z=T-T_f$, the first two terms are $T_f-\gamma\theta-T$. Comparison with $S=T_{\rm eff}-T$ proves the leading law,

$$
T_{\rm eff}=T_f-\gamma\frac{kT_f^2}{Q}.
$$

The remaining term is positive at small $z$. It is the stress excess over the final elastic line that later relaxation will still remove, and it vanishes exponentially on further cooling.

The number $\gamma$ belongs to the chosen definition of $T_f$. Suppose a temperature $T_c$ were defined by $\tau(T_c)=c\,\theta/r$. At leading order $T_c=T_f-\theta\ln c$, so $T_{\rm eff}=T_c+\theta(\ln c-\gamma)$. For $c=2$ the offset is $+0.116\,\theta$: the same effective temperature now lies above the reference temperature.

A start that is not far above $T_f$ gives a second limit. If the film is stress-free at $T_0$ and $z_0=e^{(T_0-T_f)/\theta}$, the integral over $z'$ stops at $z_0$, and at leading order in $\varepsilon$

$$
T_{\rm eff}=T_f-\gamma\theta-\theta E_1(z_0).
$$

For large $z_0$ the last term is negligible. For small $z_0$, inserting $E_1(z_0)\simeq-\gamma-\ln z_0$ gives $T_{\rm eff}\simeq T_f+\theta\ln z_0=T_0$. A film that starts several $\theta$ below $T_f$ remembers its starting temperature. For the silica film treated below, $T_{\rm eff}$ lies 8 K under $T_0$ for a start one $\theta$ below $T_f$, 2.6 K under it for two $\theta$, and 0.2 K under it for four.

The leading law replaces the Arrhenius rate by an exponential in temperature. To find the cost, let $T_0\to\infty$ and integrate $T_{\rm eff}=\int e^{-F}dT$ by parts. The boundary terms vanish and

$$
T_{\rm eff}=\int_0^\infty T(F)\,e^{-F}\,dF=\langle T\rangle ,
$$

with $F$ now playing the part of $u$. The function $F(T)$ is needed to first order in $\varepsilon$. Because $e^{-Q/kT}=(kT^2/Q)\,d(e^{-Q/kT})/dT$, another integration by parts gives

$$
F(T)=\frac{kT^2}{Q}\frac{1}{r\tau(T)}-\int_0^T\frac{2kT'}{Q}\frac{dT'}{r\tau(T')}
\simeq\frac{kT^2}{Q}\frac{1}{r\tau(T)}\left(1-\frac{2kT}{Q}\right).
$$

The second form holds because the integral is dominated by $T'$ near $T$. Insert $kT^2/Q=\theta(1+\varepsilon x)^2$ and $1/(r\tau)=\theta^{-1}\exp[x/(1+\varepsilon x)]$, then take the logarithm:

$$
L=\ln F=x+\varepsilon(-x^2+2x-2)+O(\varepsilon^2).
$$

Solving for $x$, with $x$ replaced by $L$ inside the small term, gives $x=L+\varepsilon(L^2-2L+2)$. Averaging with the two results above,

$$
T_{\rm eff}=T_f-\gamma\theta+\varepsilon\theta\left(\gamma^2+\frac{\pi^2}{6}+2\gamma+2\right)+O(\varepsilon^2\theta).
$$

The bracket equals 5.13, so the correction is modest only when $\varepsilon$ is very small. Direct solution of the stress equation with the full Arrhenius rate gives $(T_{\rm eff}-T_f)/\theta=-0.409$ at $Q/kT_f=25$, $-0.529$ at 100 and $-0.565$ at 400, approaching $-0.577$. When $\varepsilon$ is halved from 1/200 to 1/400, the difference from the corrected formula falls by a factor of 3.93, close to the 4 expected of a quadratic remainder.

For the silica film, take $Q=5$ eV, a viscosity of $10^8$ MPa s at 1273 K, Young's modulus 72000 MPa and Poisson ratio 0.17. Then $M=72000/(1-0.17)=86747$ MPa, and the relaxation time at 1273 K is $6\times10^8/86747=6917$ s. The expansion coefficients, $0.5\times10^{-6}$ and $3.5\times10^{-6}$ K$^{-1}$, give $m=-3.0\times10^{-6}$ K$^{-1}$ and $Mm=-0.2602$ MPa/K. At $r=0.01667$ K/s the defining equation gives $T_f=1312.1$ K, with $\varepsilon=0.02261$. Hence $\theta=0.02261\times1312.1=29.67$ K, and the relaxation time there is $29.67/0.01667=1780$ s.

The leading shift is $0.5772\times29.67=17.1$ K, so the leading law predicts $T_{\rm eff}=1294.9$ K. The correction adds $5.13\times0.02261\times29.67=3.4$ K, giving 1298.4 K; the full Arrhenius solution gives 1298.0 K. The true shift in this model is thus 14.1 K, equivalent to $k(T_f-T_{\rm eff})=0.00121$ eV, and the leading law overestimates it by 22% of that value. The final stress is affected far less: 3 K out of 998 K is 0.3%. That stress, $-259.7$ MPa, equals $-1.62\times10^{-3}$ eV/Å$^3$.

These parameters are rough values for thermally grown silica on silicon, and 1 K/min is a slow furnace ramp. Real oxide on silicon is also in compression at room temperature, roughly a few hundred MPa. Its viscosity depends strongly on water content and growth conditions. Since $r$ and $\tau_0$ enter only as a product, a tenfold lower viscosity acts like tenfold slower cooling. With the computed $dT_f/d\ln r=28.4$ K, it would lower $T_f$ by about $2.30\times28.4=65$ K in linear estimate, several times the shift under discussion.

The assumption of constant mismatch matters most in reading a measurement. Let $m$ vary linearly from $-2.1\times10^{-6}$ K$^{-1}$ at 300 K through its mean value at 800 K, a rough account of silicon's rising expansion. If the final stress is converted to a temperature by integrating this varying mismatch, $T_{\rm eff}$ moves by 0.3 K. A straight line drawn with the 300 K slope instead reaches zero at 1725 K, an error of 427 K, because that slope is too small for the hotter part of the cooling. These numbers belong to the linear model. Silicon's measured expansion rises steeply near room temperature and then flattens, with a mean nearer $3.9\times10^{-6}$ K$^{-1}$ over this range. That would raise the final compression to about 300 MPa and the straight-line error to roughly 660 K, while the integrated reading would still recover $T_{\rm eff}$ to within 1 K if $M$ and $m(T)$ were known exactly. They are not: a 1% error in the stress or the modulus moves that reading by about 9 K, and an error of $0.05\times10^{-6}$ K$^{-1}$ in the film's expansion by about 13 K, both comparable with the 14 K shift itself.

Glass relaxation is also often not a single exponential. If stress decays as $\exp(-\xi^\beta)$, where $\xi$ is the accumulated $\int dt/\tau$, linear superposition gives $T_{\rm eff}=\int e^{-F^\beta}dT$. At leading order $F^\beta=e^{\beta x}$, and the substitution $y=\beta x$ turns the offset into $-\gamma\theta/\beta$. For a trial value $\beta=0.7$ this predicts a further lowering of $(0.8246-0.5772)\times29.67=7.3$ K; the full Arrhenius integral gives 5.9 K. Both numbers keep $6\eta/M$ as the time $\tau$ in $\xi$. The viscosity, however, fixes the mean relaxation time $\tau\int_0^\infty e^{-\xi^\beta}d\xi=1.266\,\tau$. If the viscosity is held at the stated value, $\tau$ must be divided by 1.266, and the full integral then gives a lowering of 12.4 K. A dependence of viscosity on the glass's own thermal history is a separate effect, not estimated here.

Three further effects left out of the model are small for these numbers: stress-dependent flow, substrate compliance and growth stress. Suppose stress speeds up flow by the factor $\sinh(a)/a$, with $a=|\sigma|V/(4kT)$ and a rough flow volume $V=0.3$ nm$^3$. The stress at $T_f$ is only 4.6 MPa, so $a\simeq0.02$, and $T_{\rm eff}$ changes by less than 0.02 K. Under a 100 nm film, the stretching and bending of a free 700000 nm wafer with biaxial modulus 180000 MPa remove a fraction $2.8\times10^{-4}$ of the stress. A growth stress of 300 MPa present at 1423 K is reduced by $e^{-35.3}$, to about $10^{-13}$ MPa. This relies on the hot start and the chosen viscosity: a tenfold higher viscosity would leave 9 MPa, equivalent to 34 K, and a start at 1323 K would leave 74 MPa. At 300 K the extrapolated Arrhenius time is of order $10^{68}$ s, so within this model the stress is permanent in use. The computed values are collected in the numerical output below.

## Numbers as computed

```
Euler's constant: 0.577216
Offset (T_eff-T_f)/theta, limiting ODE: -0.577216
Reduced stress at T_f, limiting ODE: 0.5963
Offset if tau = 2 theta/r defines T_f: 0.1159
First correction coefficient: 5.1325
Q/(k T_f) = 25: full Arrhenius offset -0.40872
Q/(k T_f) = 50: full Arrhenius offset -0.48483
Q/(k T_f) = 100: full Arrhenius offset -0.52862
Q/(k T_f) = 200: full Arrhenius offset -0.55226
Q/(k T_f) = 400: full Arrhenius offset -0.56456
Remainder ratio on halving eps: 3.934
Next coefficient, estimated: -28.6
Stretched offset, beta = 0.7: -0.8246
Activation energy Q: 5.0 eV
Young's modulus: 72000 MPa; Poisson ratio: 0.17
Biaxial modulus M: 86747 MPa
Viscosity at 1273 K: 1.0e+08 MPa s
Relaxation time at 1273 K: 6917 s
Film expansion coefficient: 5.0e-07 1/K
Substrate expansion coefficient: 3.5e-06 1/K
Cooling rate: 0.01667 K/s
Start and end temperature: 1423, 300 K
T_f: 1312.07 K
theta: 29.67 K; eps: 0.02261
Relaxation time at T_f: 1780 s
dT_f/d ln(rate): 28.39 K
Leading shift gamma*theta: 17.13 K
T_eff, leading law: 1294.94 K
T_eff, with first correction: 1298.39 K
T_eff, full Arrhenius ODE: 1298.00 K
T_f - T_eff, full ODE: 14.07 K
k(T_f - T_eff), full ODE: 0.001212 eV
Stress at T_f: -4.63 MPa
Stress at end: -259.72 MPa
Stress at end: -1.621e-03 eV/angstrom^3
Accumulated relaxation F at start: 35.3
Flow volume assumed: 0.3 nm^3
T_eff change, stress-dependent flow: -0.0174 K
T_eff change, stretched response: -5.91 K
Mismatch slope: -1.8e-09 1/K^2 about 800 K
Mismatch at end: -2.10e-06 1/K
End stress, varying mismatch: -259.66 MPa
T_eff change, integrated reading: 0.278 K
Zero of straight line from end slope: 1725 K
Its error against T_eff: 427 K
Film 100 nm; wafer 700000 nm
Substrate biaxial modulus: 180000 MPa
Stress fraction lost to substrate: 2.75e-04
Growth stress assumed: 300 MPa
Growth stress surviving: 1.5e-13 MPa
log10(relaxation time/s) at end: 68.0
```
